# Image states in LDA and GGA slab calculations

## Question

I am computing the unoccupied states of a thin metal slab with PBE. An electron outside a metal should feel the image potential, which goes as $-1/(4z)$, and that potential supports a Rydberg series converging to the vacuum level. My calculation does show a ladder of states near the vacuum level, extending far from the surface, and more of them appear as I enlarge the vacuum. The Hartree potential contains the electrostatics of the surface, so I assumed that the image attraction was included and that a large enough vacuum would converge the series.

A colleague says that LDA and GGA cannot give these states because their potentials "decay exponentially with the density", whereas the exact Kohn-Sham potential has a power-law tail. Is that right for every GGA? And if there is no series, what is my ladder?

## Answer

Your colleague is right about LDA and PBE, with two refinements. The potential falls as the cube root of the density, not as the density itself. And the statement does not cover every GGA: B88 exchange has a power-law tail, though one that gives no Rydberg series, and AK13 exchange has a $1/z$ tail that gives a Rydberg series, though not the image series. Your ladder most likely consists of standing waves of the vacuum region, which a scaling check given below can confirm.

I use Hartree atomic units, measure $z$ from the centre of a symmetric neutral slab, and set the vacuum level to zero.

### The Hartree potential does not contain the image

The Hartree potential is produced by the average ground-state density. The image attraction comes from the response of the metal to one electron at a particular place outside it. That is a correlation between positions, which an average density does not hold.

Take a slab uniform in its plane with one occupied subband. Every occupied orbital is the same function $\phi(z)$ times a plane wave, so $n(z)=N\phi^2(z)$, with $N$ electrons per area. Where the potential has died away, $-\tfrac12\phi''=\varepsilon_1\phi$, hence

$$\phi\propto e^{-\kappa z},\qquad n\propto e^{-2\kappa z},\qquad \kappa=\sqrt{-2\varepsilon_1}.$$

The electrostatic energy of an electron obeys $v_{es}''=4\pi(n_+-n)$, where $n_+$ is the positive background. Outside, $n_+=0$. Neutrality makes the field vanish at infinity, so two integrations inward from infinity give

$$v_{es}(z)=-4\pi\int_z^\infty (z'-z)\,n(z')\,dz'
=-4\pi n(z)\int_0^\infty s\,e^{-2\kappa s}ds=-\frac{\pi n(z)}{\kappa^2}.$$

The last integral is $1/(4\kappa^2)$. Any long-range attraction must therefore come from exchange and correlation.

### LDA and PBE

The LDA exchange energy per volume is $-C_xn^{4/3}$ with $C_x=\tfrac34(3/\pi)^{1/3}$. Its derivative is

$$v_x^{LDA}=-\tfrac43C_xn^{1/3}=-\left(\frac{3n}{\pi}\right)^{1/3}\propto e^{-2\kappa z/3}.$$

LDA correlation does not help: at low density its energy per electron also approaches a multiple of $n^{1/3}$.

PBE multiplies the exchange energy density by

$$F=1+b-\frac{b}{1+\mu s^2/b},\qquad s=\frac{|n'|}{2(3\pi^2)^{1/3}n^{4/3}},\qquad b=0.804.$$

In the tail $|n'|=2\kappa n$, so $s\propto n^{-1/3}$ grows without limit and $F\to1+b$. The leading remainder in the energy density is proportional to $n^{4/3}/s^2\propto n^4/n'^2$. To see what it adds to the potential, apply the functional derivative $\partial_n-\frac{d}{dz}\partial_{n'}$ to $n^4/n'^2$ and insert $n'=-2\kappa n$:

$$\frac{4n^3}{n'^2}+\frac{d}{dz}\frac{2n^4}{n'^3}
=\frac{n}{\kappa^2}-\frac{n'}{4\kappa^3}=\frac{3n}{2\kappa^2}.$$

This is of order $n$, negligible beside $n^{1/3}$. Thus $v_x^{PBE}\to1.804\,v_x^{LDA}$: the gradient correction changes the prefactor and leaves the decay length alone. PBE correlation is smaller still; at $n=10^{-8}$ bohr$^{-3}$ its computed potential is about $10^{-6}$ of the exchange potential.

### B88 and AK13, two exceptions

B88 adds to LDA exchange, for each spin, the energy density

$$f=-\frac{\beta n_\sigma^{4/3}x^2}{1+6\beta x\,\mathrm{asinh}\,x},\qquad x=\frac{g}{n_\sigma^{4/3}},\qquad g=|n_\sigma'|.$$

Far outside, $x$ is exponentially large and the 1 in the denominator can be dropped. Then $f=-g/(6A)$, with $A=\mathrm{asinh}\,x\simeq\ln(2g\,n_\sigma^{-4/3})$. The derivatives of $A$ are

$$\frac{\partial A}{\partial n_\sigma}=-\frac{4}{3n_\sigma},\qquad \frac{\partial A}{\partial g}=\frac1g,\qquad \frac{dA}{dz}=\frac{2\kappa}{3}.$$

The third follows from $x\propto n_\sigma^{-1/3}$. Since $n_\sigma'=-g$ outside, $\partial f/\partial n_\sigma'=-\partial f/\partial g$, and the potential is

$$v=\frac{\partial f}{\partial n_\sigma}+\frac{d}{dz}\frac{\partial f}{\partial g}.$$

With $g/n_\sigma=2\kappa$, the two terms are

$$\frac{\partial f}{\partial n_\sigma}=\frac{g}{6A^2}\left(-\frac{4}{3n_\sigma}\right)=-\frac{4\kappa}{9A^2},$$

$$\frac{d}{dz}\left(-\frac1{6A}+\frac1{6A^2}\right)=\frac{\kappa}{9A^2}-\frac{2\kappa}{9A^3}.$$

Their sum is $-\kappa/(3A^2)$ to leading order. Because $A\to2\kappa z/3$,

$$v_x^{B88}\to-\frac{c}{z^2},\qquad c=\frac{3}{4\kappa}.$$

What does such a tail bind? At zero energy, the trial form $\psi=z^p$ in $-\tfrac12\psi''-(c/z^2)\psi=0$ requires $p(p-1)+2c=0$, so $p=\tfrac12\pm i\nu$ with $\nu=\sqrt{2c-1/4}$. For $2c>1/4$ the solution oscillates as $\sqrt z\cos(\nu\ln z+\text{const})$ and has infinitely many nodes, so there are infinitely many bound states.

For $E=-q^2/2$, the decaying solution depends on $z$ and $q$ through $qz$ alone, apart from normalization. At small $qz$ it is therefore $\sqrt z\cos(\nu\ln(qz)+\text{const})$. The interior of the slab fixes the phase at some inner point, so going to the next level shifts $\nu\ln q$ by $-\pi$. For shallow levels this means

$$\frac{E_{m+1}}{E_m}=e^{-2\pi/\nu}.$$

This is a geometric series. In a Rydberg series the ratio of successive energies tends to one.

A GGA can also be built with a $1/z$ tail. AK13 uses $F=1+B_1s\ln(1+s)+B_2s\ln[1+\ln(1+s)]$ with $B_1=1.750$ and $B_2=-1.626$. Far outside, its gradient terms are $-k_1gA-k_2g\ln A$, with $g=|n'|$, $A\simeq\ln s$ and $k_i=3B_i/(8\pi)$. The derivatives of $A$ have the same form as above, and on an exponential density the same steps give $v\to2\kappa k_1+2\kappa k_2/A\to2\kappa k_1-0.58/z$. This tail supports a Rydberg series. Its coefficient is set by the form of $F$ and not by the response of the metal, and the series converges to the constant $2\kappa k_1>0$, not to the electrostatic vacuum level.

### A power law from exact exchange

For the one-subband slab, the exact exchange Kohn-Sham potential can be written down explicitly. The spin-summed density matrix is $\phi(z)\phi(z')G(\rho)$, where $\rho$ is the in-plane separation and

$$G(\rho)=2\int_{k<k_F}\frac{d^2k}{(2\pi)^2}e^{i\mathbf k\cdot\boldsymbol\rho},\qquad N=\frac{k_F^2}{2\pi}.$$

Parseval's theorem gives $\int G^2d^2\rho=4\pi k_F^2/(2\pi)^2=2N$. The exchange energy is $-\tfrac14$ times the integral of the squared density matrix over the Coulomb distance. Per area,

$$\frac{E_x}{\mathcal A}=-\frac N2\iint\phi^2(z)\phi^2(z')\,h(|z-z'|)\,dz\,dz',$$

$$h(d)=\frac1{2N}\int\frac{G^2(\rho)}{\sqrt{\rho^2+d^2}}\,d^2\rho.$$

This is an explicit functional of $\phi^2=n/N$. Vary it at fixed $N$. The two factors $\phi^2$ contribute equally, which cancels the $\tfrac12$, and $\delta n=N\delta\phi^2$ removes $N$:

$$v_x(z)=-\int\phi^2(z')\,h(|z-z'|)\,dz'.$$

The free additive constant is fixed by $v_x(\infty)=0$.

To evaluate $h$, use the in-plane Fourier transform of $1/\sqrt{\rho^2+d^2}$, which is $2\pi e^{-qd}/q$. The transform of $G^2$ is proportional to the overlap area of two Fermi discs displaced by $q$. Divided by its value $2N$ at $q=0$, it is

$$W(t)=\frac2\pi\left[\arccos t-t\sqrt{1-t^2}\right],\qquad t=\frac{q}{2k_F}.$$

Hence $h(d)=\int_0^{2k_F}e^{-qd}W\,dq$. Integrate by parts with $W(0)=1$, $W(1)=0$ and $dW/dt=-\tfrac4\pi\sqrt{1-t^2}$:

$$h(d)=\frac1d\left[1-\frac4\pi\int_0^1\sqrt{1-t^2}\,e^{-2k_Fdt}dt\right]\to\frac1d\left[1-\frac{2}{\pi k_Fd}\right].$$

At large $d$ only small $t$ contributes, and the integral tends to $1/(2k_Fd)$. Since $\phi^2$ is even, averaging $1/|z-z'|$ over it changes $1/z$ only at order $1/z^3$. Therefore

$$v_x(z)\to-\frac1z\left[1-\frac{2}{\pi k_Fz}\right].$$

The exchange hole contains one electron and stays in the slab when the reference electron moves away, so it attracts as a unit charge. A local or semilocal functional sees only the density and its derivatives at $z$, not the hole left behind in the slab; a $1/z$ tail such as that of AK13 is built into the large-gradient form of the functional.

### The image tail and its status

Correlation lets the metal screen. A conductor facing an electron at distance $z$ carries an induced charge of density $z/[2\pi(\rho^2+z^2)^{3/2}]$. Its pull on the electron is

$$\int_0^\infty2\pi\rho\,\frac{z}{2\pi(\rho^2+z^2)^{3/2}}\,\frac{z}{(\rho^2+z^2)^{3/2}}\,d\rho=z^2\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+z^2)^3}=\frac1{4z^2}.$$

Bringing the electron in from infinity against no other force gives the energy $-\int_z^\infty dz'/(4z'^2)=-1/(4z)$.

For a thick metal, the usual many-body result for the exact Kohn-Sham potential is $v_{xc}\to-1/[4(z-z_0)]$, with $z_0$ the image plane. I take this as an input and do not prove it; nothing here fixes the coefficient of the full exchange-correlation tail for a thin slab. What is proved above is the $-1/z$ tail of exact exchange for one subband.

Image states are states of an added electron, so they belong to the quasiparticle problem. Even exact Kohn-Sham eigenvalues need not equal their energies.

For the bare image potential with a hard wall at $z=0$, try $\psi=ze^{-qz}$:

$$-\tfrac12(q^2z-2q)-\tfrac14=Ez\quad\Rightarrow\quad q=\tfrac14,\quad E=-\tfrac1{32}.$$

The equation is that of hydrogen s states with nuclear charge $Z=1/4$, so the full series is $E_m=-Z^2/(2m^2)=-1/(32m^2)$. Its first members are $-0.850$, $-0.213$ and $-0.094$ eV. A real surface lets the wave penetrate, which replaces $m$ by an effective quantum number $m^*$ whose spacing tends to one.

### Why a short-ranged tail cannot give a series

Consider odd states, which vanish at $z=0$. Their number equals the number of nodes at $z>0$ of the zero-energy solution of $\psi''=2v\psi$ with $\psi(0)=0$. Let $v\le0$; dropping any repulsive parts can only add states. Start at a node $a$ with $\psi'(a)>0$. The solution is concave until its next node, so $\psi\le(z-a)\psi'(a)\le z\psi'(a)$. Before that node there is a maximum at some $m$, where $\psi'=0$:

$$\psi'(a)=\int_a^m2|v|\psi\,dz\le\psi'(a)\int_a^m2z|v|\,dz.$$

Each interval between nodes thus uses up at least one unit of the integral, and

$$N_{odd}\le\int_0^\infty2z|v|\,dz.$$

This is Bargmann's bound. Nodes of the even and odd zero-energy solutions interlace, so $N_{even}\le N_{odd}+1$. An exponential tail makes the integral finite, and no amount of vacuum can then produce a series.

For a tail $-Z/z$ the integral diverges. The local wave number at zero energy is $\sqrt{2Z/z}$, and one node appears per phase $\pi$. The number of states per parity in a half-box of length $L$ therefore grows as

$$\frac1\pi\int_0^L\sqrt{\frac{2Z}{z}}\,dz=\frac{\sqrt{8ZL}}{\pi}.$$

### A computed slab

Take jellium with $r_s=4$ bohr and thickness 6 bohr, so the edge is at $z=3$ bohr. It has one occupied subband. I solved it self-consistently with LDA exchange and, separately, with exact exchange; correlation is omitted from both. PBE and B88 exchange were evaluated on the LDA density. The complete numerical output follows this answer.

In LDA, $\varepsilon_1=-4.032$ eV and $\kappa=0.544$ bohr$^{-1}$. The predicted decay rate $2\kappa/3=0.363$ bohr$^{-1}$ agrees with the one measured on the potential. The exchange potentials in eV are:

| $z$ (bohr) | LDA | PBE | B88 | exact |
|---|---|---|---|---|
| 10.05 | −0.355 | −0.613 | −0.429 | −2.34 |
| 20.05 | −0.0097 | −0.0176 | −0.075 | −1.26 |
| 30.05 | −0.00026 | −0.00047 | −0.033 | −0.86 |

Between the last two rows LDA and PBE drop by a factor of nearly 38, and exact exchange by less than 1.5. For B88, $c=3/(4\times0.544)=1.38$ hartree bohr$^2$, so $\nu=\sqrt{2.76-0.25}=1.58$ and the level ratio is $e^{-3.97}=0.019$. Each shallow level would be bound about 53 times more weakly than the one before.

Now count the bound states when the half-box grows from 300 to 1200 bohr:

- LDA: 2 even and 1 odd, unchanged.
- PBE: 2 even and 2 odd, unchanged.
- Exact exchange: even 14 → 30, odd 14 → 29.
- LDA interior with an image tail: even 8 → 16, odd 7 → 15.

For the image tail, $(\sqrt{2400}-\sqrt{600})/\pi=7.8$ new states per parity are expected, and 8 appear. For exact exchange, 15.6 are expected, and 16 and 15 appear.

LDA does have two empty bound levels, at $-1.49$ and $-0.19$ eV, and PBE has one at only about $-0.0014$ eV ($-0.0015$ eV on the 0.1 bohr grid; self-consistent PBE exchange moves it to about $-0.0005$ eV). A very shallow level is therefore no evidence of a series. What matters is whether others follow it.

The image-tail model joins $-1/[4(z-z_0)]$ continuously to the LDA potential at $z=6.05$ bohr. This gives $z_0=1.21$ bohr, which is 1.79 bohr inside the jellium edge. The LDA potential at the joining point is shallower than an image potential centred at the edge would be, and continuity pushes $z_0$ inward. It is a matching parameter here, not a computed image plane. The levels below depend on the joining point: moving it between 4 and 9 bohr moves the second even level between $-0.52$ and $-0.32$ eV, while the occupied level shifts by less than 4 meV throughout.

The odd levels then start at $-1.534$, $-0.278$, $-0.112$ and $-0.060$ eV, with $m^*=0.745$, $1.750$, $2.750$ and $3.750$. The even levels have $m^*=0.459$ for the occupied subband, then $1.324$, $2.313$ and $3.310$. Even and odd levels would pair up if the wave decayed across the slab, so that the condition at $z=0$ had no effect outside; strong reflection at an abrupt, deep step can nearly pair them too. Jellium has no gap, its interior is classically allowed at these energies and its surface potential is smooth, so the two parities reach the surface with different phases and have different $m^*$. The occupied level moves by only about 2 meV when the tail is added, while the second even level moves from $-0.19$ to $-0.49$ eV. A wrong tail can thus go unnoticed in the occupied subband and still ruin the states near the vacuum level.

### What your ladder is

Beyond the range of an LDA or PBE potential, a low-energy wave has the form $\sin k(z-a)$, where $a$ is set by the slab and tends to a constant as $k\to0$. It can be treated as constant only when $L$ is much larger than both $|a|$ and the range of the potential. A very shallow bound level makes $a$ large, of the order of that level's decay length, which is about 100 bohr for the PBE level near $-0.0014$ eV. A wall at $L$ requires $k(L-a)=\pi$ for the lowest state above the vacuum level, so

$$E=\frac{\pi^2}{2(L-a)^2}.$$

For the LDA slab, the lowest odd state of this kind lies at 1.417, 0.363 and 0.092 meV for $L=300$, 600 and 1200 bohr. The corresponding $\pi/\sqrt{2E}$ is 307.9, 608.0 and 1208.1 bohr, that is, $L$ plus a constant 8 bohr. These are particle-in-a-box states. A periodic supercell changes the boundary condition but keeps the $1/L^2$ scale.

You can apply the same check to your slab. Align each calculation to its own vacuum level and enlarge the vacuum. Levels that keep sliding down towards zero from above, approaching a $1/L^2$ law at large $L$, belong to the box. With a vacuum of only tens of bohr that law is not yet reached, and a very shallow bound level can be pushed above the vacuum level if the boundary forces a node on it. It then crosses to negative energy only when the distance from the slab to that node exceeds roughly its decay length. In a supercell a node forced by symmetry lies at mid-vacuum, so the full vacuum must be about twice as wide. Levels that settle at a negative energy are bound by the slab potential, and with PBE there are finitely many of them.

To obtain the image series, with its $-1/(4z)$ tail, the missing physics has to be supplied: either by joining an image tail to the slab potential, as a model, or by a self-energy method such as GW, whose screened interaction includes the response of the metal to the added electron. In both cases the vacuum must still hold the state you want. The classical turning point, where $1/(4z)=1/(32m^2)$, is at $z=8m^2$ bohr, which is already 72 bohr for $m=3$. The wave decays only beyond that point, so the vacuum must reach well past it.

## Numbers as computed

```
r_s = 4.0 bohr, thickness = 6.0 bohr, grid step = 0.1 bohr
electrons per area N = 0.02238 bohr^-2, kF = 0.3750 bohr^-1
in-plane Fermi energy = 1.913 eV
LDA subband energy = -4.032 eV, work function = 2.119 eV
exact-exchange subband = -6.115 eV, work function = 4.202 eV
LDA kappa = 0.5444 bohr^-1, density decay rate 2 kappa = 1.0888 bohr^-1
LDA potential decay rate: measured 0.3629, 2 kappa/3 = 0.3629 bohr^-1
v_es/n at 30 bohr = -10.593, -pi/kappa^2 = -10.600 hartree bohr^3
PBE/LDA exchange potential ratio at 25 bohr = 1.8040
LDA correlation potential: power of n at 1e-10..1e-12 bohr^-3 = 0.3219
PBE correlation/exchange potential at n = 1e-8 bohr^-3: 1.2e-06
exchange potentials in eV: z/bohr, LDA, PBE, B88, exact, -1/z
  5.05  -1.840e+00 -1.623e+00 -1.606e+00 -3.993e+00 -5.388e+00
  10.05  -3.548e-01 -6.125e-01 -4.289e-01 -2.342e+00 -2.708e+00
  15.05  -5.946e-02 -1.071e-01 -1.541e-01 -1.636e+00 -1.808e+00
  20.05  -9.732e-03 -1.756e-02 -7.509e-02 -1.257e+00 -1.357e+00
  30.05  -2.586e-04 -4.665e-04 -3.322e-02 -8.590e-01 -9.055e-01
exact exchange: -z v_x at 100.05 bohr = 0.9835, formula 0.9830
exact exchange: -z v_x at 500.05 bohr = 0.9966, formula 0.9966
B88 tail: -z^2 v_x at 10000 bohr = 1.3771, 3/(4 kappa) = 1.3777 hartree bohr^2
-c/z^2 level ratio: computed 0.01888, formula 0.01888
image work at 5 bohr = 0.05000 hartree = 1.3606 eV
hard-wall image levels, computed (eV): -0.8508 -0.2126 -0.0945
hard-wall image levels, -1/(32 n^2) (eV): -0.8504 -0.2126 -0.0945
image tail joined at z = 6.05 bohr, z0 = 1.210 bohr
  z0 relative to jellium edge = -1.790 bohr
bound states for half-boxes 300 -> 1200 bohr:
  LDA: even 2 -> 2, odd 1 -> 1
  PBE: even 2 -> 2, odd 2 -> 2
  exact exchange: even 14 -> 30, odd 14 -> 29
  image tail: even 8 -> 16, odd 7 -> 15
Bargmann bound on odd LDA states = 6.57
LDA even levels (eV): -4.0324 -0.1893
LDA odd levels (eV): -1.4882
PBE even levels (eV): -4.1647 -0.3494
PBE odd levels (eV): -1.4509 -0.0015
exact exchange even, first 6 levels (eV): -6.1152 -2.1944 -1.1130 -0.6717 -0.4492 -0.3216
  effective quantum numbers: 1.492 2.490 3.496 4.501 5.503 6.505
exact exchange odd, first 6 levels (eV): -3.5951 -1.5441 -0.8596 -0.5478 -0.3797 -0.2786
  effective quantum numbers: 1.945 2.968 3.978 4.984 5.986 6.988
image tail even, first 6 levels (eV): -4.0341 -0.4854 -0.1590 -0.0776 -0.0458 -0.0302
  effective quantum numbers: 0.459 1.324 2.313 3.310 4.309 5.308
image tail odd, first 6 levels (eV): -1.5338 -0.2776 -0.1124 -0.0605 -0.0377 -0.0257
  effective quantum numbers: 0.745 1.750 2.750 3.750 4.750 5.750
lowest odd LDA box state, L = 300, 600, 1200 bohr (meV): 1.4168 0.3632 0.0920
  pi/sqrt(2E) (bohr): 307.86 608.01 1208.05
```
